\section*{Converting a Pumped Spin Current to Charge Units}

\section*{Counting the carriers}

\textbf{Q:} I drive a magnetic film at resonance, and it pumps angular momentum into a metal beside it. I know the angular-momentum current density $Q$, in J/m$^2$. Each magnon carries $\hbar$ and each electron carries $e$, so I write the spin current in charge units as $(e/\hbar)Q$. I then divide the measured charge current by it to get the spin Hall angle. Is anything wrong with that?

\textbf{A:} The factor does not match the usual definition of the angle. Let $\Gamma_\uparrow$ and $\Gamma_\downarrow$ be the net number fluxes of electrons with spin $+\hbar/2$ and $-\hbar/2$. Take $e>0$ and quote currents as magnitudes; the electron's negative charge would reverse $j_\uparrow$ and $j_\downarrow$ together and leave their ratios alone. The usual spin current is the difference of the two channel currents:
\begin{align}
Q&=\frac{\hbar}{2}\left(\Gamma_\uparrow-\Gamma_\downarrow\right),\\
j_s&=j_\uparrow-j_\downarrow=e\left(\Gamma_\uparrow-\Gamma_\downarrow\right)=\frac{2e}{\hbar}\,Q .
\end{align}
The last step solves the first line for $\Gamma_\uparrow-\Gamma_\downarrow=2Q/\hbar$. Your factor gives half of this $j_s$.

\textbf{Q:} But the magnet really does give up $\hbar$ at a time, not $\hbar/2$.

\textbf{A:} In each exchange event it does, and the electron that receives $\hbar$ flips from down to up. A magnon need not carry exactly $\hbar$ when the precession is elliptical, but the conversion from $Q$ to $j_s$ does not depend on that. The down channel loses one electron and the up channel gains one, so $N_\uparrow-N_\downarrow$ changes by two. In terms of flow, one up electron enters the metal and one down electron leaves it. No net charge passes, $\hbar$ is delivered, and the channel difference is $e-(-e)=2e$. Exchange dynamics of a spin $5/2$ coupled to one electron gives a channel change of 2.0000 per $\hbar$ lost by the large spin.

\section*{One angle, two experiments}

\textbf{Q:} Could I not keep $e/\hbar$ and call it my convention?

\textbf{A:} Yes, if you change the coefficients as well. A simple model shows how. Let an electron with $s=\pm1$ feel a force $F_s$ along one axis, relax in a time $\tau$, and be deflected sideways at a rate $s\Omega$. The steady sideways balance is
\begin{equation}
0=-\frac{v_\perp}{\tau}+s\Omega v_\parallel
\quad\Longrightarrow\quad
v_\perp=s\theta v_\parallel,\qquad \theta=\Omega\tau .
\end{equation}
Each channel has density $n/2$. In the direct effect an electric field drives both channels with the same $v_\parallel=v$, so $v_\perp=s\theta v$ and
\begin{align}
j_c&=env,\\
Q_\perp&=\frac{\hbar}{2}\,\frac n2\left[\theta v-(-\theta v)\right]=\frac{\hbar}{2}\,n\theta v,\\
\frac{2e}{\hbar}\,Q_\perp&=\theta j_c .
\end{align}
In the inverse effect the channels move oppositely, $v_\parallel=sv$. Since $s^2=1$, both are deflected to the same side, $v_\perp=\theta v$, and
\begin{align}
Q_\parallel&=\frac{\hbar}{2}\,\frac n2\left[v-(-v)\right]=\frac{\hbar}{2}\,nv,\\
j_{c,\perp}&=en\theta v=\theta\,\frac{2e}{\hbar}\,Q_\parallel .
\end{align}
With the channel difference as spin current, one angle serves both effects. If you define $j_s'=(j_\uparrow-j_\downarrow)/2=(e/\hbar)Q$ instead, the same physics reads
\begin{equation}
j_s'=\frac{\theta}{2}\,j_c,\qquad j_c=2\theta\,j_s' .
\end{equation}
That is a legitimate convention, but neither coefficient is the usual $\theta$.

\textbf{Q:} So what does my factor do if I still call the result $\theta$?

\textbf{A:} It depends on the experiment. In yours, $Q$ and the charge current are fixed by measurement and $\theta=j_c/j_s$, so halving $j_s$ doubles the angle. In a direct experiment $j_c$ is known, $Q$ is measured and $\theta=j_s/j_c$, so the angle is halved. With a deflection of 0.15 put into the model, counting charge and spin separately and converting with $e/\hbar$ gives 0.075 from the direct effect and 0.30 from the inverse one. With $2e/\hbar$ both give 0.15.

\section*{The angular momentum leaving the magnet}

\textbf{Q:} Perhaps a compensating factor of two hides in how $Q$ is obtained.

\textbf{A:} $Q$ can be found from the linewidth without using charge units. Let $z$ be the static magnetization direction in the film plane, $y$ the film normal and $x$ the strip axis. The unit magnetization obeys
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},
\qquad
\mathbf B_{\rm eff}=(0,\,-\mu_0Mm_y,\,B).
\end{equation}
For small amplitude $m_z\simeq1$. Without damping, the cross product gives
\begin{equation}
\dot m_x=-\gamma(B+\mu_0M)m_y,\qquad \dot m_y=\gamma Bm_x .
\end{equation}
Insert $m_x=a\cos\omega t$ and $m_y=b\sin\omega t$. Then $\omega a=\gamma(B+\mu_0M)b$ and $\omega b=\gamma Ba$. Multiplying and dividing these two relations gives
\begin{equation}
\omega^2=\gamma^2B(B+\mu_0M),\qquad \frac ba=\sqrt{\frac{B}{B+\mu_0M}} .
\end{equation}

Now restore damping. To first order $(\mathbf m\times\dot{\mathbf m})_x=-\dot m_y$ and $(\mathbf m\times\dot{\mathbf m})_y=\dot m_x$. For time dependence $e^{i\omega t}$ these terms replace $B$ by $B+i\eta$ in both equations, with $\eta=\alpha\omega/\gamma$. The response to a weak drive then has the denominator
\begin{equation}
(B+i\eta)(B+\mu_0M+i\eta)-\frac{\omega^2}{\gamma^2}
\simeq(2B_r+\mu_0M)(B-B_r+i\eta)
\end{equation}
near the resonance field $B_r$. The absorption varies as $\eta/[(B-B_r)^2+\eta^2]$, which falls to half its maximum at $|B-B_r|=\eta$. The field half-width is therefore $\alpha\omega/\gamma$. If the metal adds $\delta B$ to it, the added damping is $\alpha_{\rm sp}=\gamma\,\delta B/\omega$.

The magnet holds spin angular momentum $M/\gamma$ per volume. I assume that the added damping torque has the form above and that all of it is delivered to the metal. For film thickness $t$, the steady current of $z$ angular momentum is
\begin{align}
Q&=\frac{Mt}{\gamma}\,\alpha_{\rm sp}\left\langle m_x\dot m_y-m_y\dot m_x\right\rangle\\
&=\frac{Mt}{\gamma}\,\frac{\gamma\,\delta B}{\omega}\,\omega ab\left\langle\cos^2\omega t+\sin^2\omega t\right\rangle
=Mt\,\delta B\,ab .
\end{align}
This is the net current, after backflow from the metal, because the linewidth records the net loss. For a metallic magnet this requires spin relaxation in the metal to be fast compared with the precession, as in platinum; otherwise the dc and ac backflow differ. Neither $e$ nor a spin-current convention has entered.

\section*{From spin current to voltage}

\textbf{Q:} Then take me to the voltage.

\textbf{A:} In the metal, spin diffuses and relaxes. With spin accumulation $\mu$, a constant $C$ and spin diffusion length $\lambda$,
\begin{equation}
j_s=-C\mu',\qquad j_s'=-\frac{C\mu}{\lambda^2}
\quad\Longrightarrow\quad j_s''=\frac{j_s}{\lambda^2},
\end{equation}
where primes now denote $d/dy$. No spin leaves through the outer face, so $j_s(d)=0$ and
\begin{equation}
j_s(y)=j_s(0)\,\frac{\sinh[(d-y)/\lambda]}{\sinh(d/\lambda)} .
\end{equation}
The charge current per strip width is the integral of $\theta j_s$:
\begin{equation}
K=\theta j_s(0)\,\lambda\,\frac{\cosh(d/\lambda)-1}{\sinh(d/\lambda)}
=\theta j_s(0)\,\lambda\tanh\frac{d}{2\lambda},
\end{equation}
by the half-angle identities. A thick metal gives $K\to\theta j_s(0)\lambda$. A thin one gives $K\to\theta j_s(0)d/2$, because the spin current then falls linearly to zero. In open circuit an ohmic current cancels $Kw$, so $V=KwR$ for strip width $w$, where $R$ is the end-to-end resistance of the whole bilayer strip, magnet included. Hence
\begin{equation}
\theta=\frac{V/(Rw)}{(2e/\hbar)\,Q\,\lambda\tanh(d/2\lambda)} .
\end{equation}
With everything else held fixed, writing $e/\hbar$ here doubles $\theta$.

\textbf{Q:} Show me with numbers.

\textbf{A:} Take 9.5 GHz, $\mu_0M=1.0$ T, $t=10$ nm, $d=6$ nm, $\lambda=1.5$ nm and $a=0.020$ rad. Let the half-width rise from 2.7 to 4.2 mT when the metal is added. These are chosen values, as are $V=30\ \mu$V, $R=60\ \Omega$ and $w=1$ mm. I take $g=2$, so $\gamma=1.759\times10^{11}$ rad/(s\,T); the value $g\approx2.1$ of permalloy would give 95.4 mT and raise the final angle by 4\%. The resonance field is 104.3 mT, so $b=0.00615$ rad, and
\begin{align}
Q&=(7.96\times10^5)(10^{-8})(1.5\times10^{-3})(0.020)(0.00615)\nonumber\\
&=1.47\times10^{-9}\ \text{J/m}^2,\\
j_s(0)&=(3.04\times10^{15})(1.467\times10^{-9})=4.46\times10^{6}\ \text{A/m}^2,\\
K&=\frac{30\times10^{-6}}{60\times10^{-3}}=5.0\times10^{-4}\ \text{A/m},\\
\theta&=\frac{5.0\times10^{-4}}{(4.46\times10^{6})(1.446\times10^{-9})}=0.078 .
\end{align}
Your factor gives $j_s(0)=2.23\times10^6$ A/m$^2$ and an angle of 0.155.

\section*{Using the angle again}

\textbf{Q:} If I use $e/\hbar$ consistently, does the error cancel when I predict a spin Hall torque from my angle?

\textbf{A:} No, it compounds. At $j_c=10^{11}$ A/m$^2$ the metal generates
\begin{equation}
Q=\frac{\hbar}{2e}\,\theta j_c=2.55\ \mu\text{J/m}^2 .
\end{equation}
This is the current generated inside the metal, before any loss on the way to a magnet. Inserting the doubled angle gives $5.1\ \mu$J/m$^2$. Using $\hbar/e$ as well gives
\begin{equation}
\frac{\hbar}{e}\,(2\theta)j_c=4\,\frac{\hbar}{2e}\,\theta j_c=10.2\ \mu\text{J/m}^2 .
\end{equation}
Cancellation would need the two different coefficients $\theta/2$ and $2\theta$ found earlier.

\section*{A real bilayer}

\textbf{Q:} Would I not notice a factor of two by comparing with known angles?

\textbf{A:} Not reliably. The film parameters lie in the rough regime of permalloy on platinum, for which reported angles run roughly from a hundredth to above a tenth. Both 0.078 and 0.155 could pass. The chosen voltage sets the result here, so the example is no evidence about platinum. Real interfaces can also destroy spin, contrary to my assumption: if 30\% of $Q$ were lost there, the correctly converted angle would rise to 0.111. With the other inputs fixed, $\lambda=1$ nm would give 0.113 and $\lambda=3$ nm would give 0.049. These shifts are factors of about 1.4 to 1.6; a 50\% loss, or $\lambda=10$ nm, would amount to a full factor of two, enough to hide the conversion error. The inputs are also not independent. The chosen $\delta B$ corresponds to an effective mixing conductance $4\pi Mt\alpha_{\rm sp}/(\gamma\hbar)=2.4\times10^{19}$ m$^{-2}$, while a diffusive metal of resistivity $\rho$ can absorb at most $h\tanh(d/\lambda)/(2e^2\rho\lambda)$. For a 3 mm strip with the chosen resistance and a magnet resistivity of 25 to 60 $\mu\Omega$\,cm, $\lambda=3$ nm falls below that need, so part of the broadening would then have to be lost before reaching the metal. They are uncertainties about the sample, whereas the factor of two follows from the definition.

\textbf{Q:} Could the voltage itself be contaminated?

\textbf{A:} Yes, for example by rectification. A radio-frequency current along $z$ meets an anisotropic resistance oscillating as $m_xm_z\simeq a\cos\omega t$. If the two are in phase, their product averages to half the product of their amplitudes. For a magnetoresistance ratio $r$ and a current $K_{\rm rf}$ per strip length,
\begin{equation}
V_{\rm rect}=\tfrac12\,r\,Rw\,a\,K_{\rm rf} .
\end{equation}
With a rough $r=0.5\%$, $K_{\rm rf}=1$ A/m produces $3\ \mu$V, a tenth of the signal. Over a 3 mm strip that is 3 mA. The model itself supplies a small one: the pumped spin current has an ac part polarized along $x$, which the inverse effect turns into a current along $z$ of amplitude $K/a=0.025$ A/m, worth $0.075\ \mu$V in the formula above. It does not say how large a current the microwave circuit induces, so the $30\ \mu$V must be what remains after rectification has been separated.

Heating matters less here. The damping power per area is $(Mt/\gamma)\alpha\langle|\dot{\mathbf m}|^2\rangle$, or 437 W/m$^2$ with the total damping. If all of it crosses the film, a heat conductivity of 20 W/(m\,K) gives a gradient of about 22 K/m. An assumed Nernst coefficient of $1\ \mu$V/K then yields $0.066\ \mu$V over 3 mm, about 0.2\% of the signal. The remaining values are in the numerical output.

\textbf{Q:} So what should I check before quoting an angle?

\textbf{A:} Write down which spin current your angle multiplies. If it is $j_\uparrow-j_\downarrow$, convert $Q$ with $2e/\hbar$. If it is half that difference, use $e/\hbar$, and divide your inverse coefficient by two before comparing it with a usual spin Hall angle.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (chosen, rough permalloy/platinum regime)
frequency: 9.5 GHz
mu0 M: 1.0 T
magnet thickness: 10 nm
metal thickness: 6 nm
spin diffusion length: 1.5 nm
half-width, magnet alone: 2.7 mT
half-width, with metal: 4.2 mT
in-plane amplitude a: 0.020 rad
voltage: 30 uV
resistance: 60 ohm
strip width, length: 1, 3 mm
COUNTING TESTS
channel change per hbar from magnet: 2.0000
deflection put into model: 0.1500
direct angle, 2e/hbar: 0.1500
direct angle, e/hbar: 0.0750
inverse angle, 2e/hbar: 0.1500
inverse angle, e/hbar: 0.3000
WORKED EXAMPLE
gamma: 1.7588e+11 rad/(s T)
omega/gamma: 0.3394 T
resonance field: 104.3 mT
normal amplitude b: 0.00615 rad
extra damping: 0.00442
magnetization: 7.9577e+05 A/m
angular-momentum current Q: 1.4674 nJ/m^2
2e/hbar: 3.0385e+15 A/J
spin current, 2e/hbar: 4.459 MA/m^2
spin current, e/hbar: 2.229 MA/m^2
lambda tanh(d/2lambda): 1.4460 nm
charge current: 0.500 uA
charge current per width: 0.500 mA/m
spin Hall angle, 2e/hbar: 0.0776
spin Hall angle, e/hbar: 0.1551
voltage rebuilt by simulation: 30.00 uV
direct test current density: 1.0e+11 A/m^2
direct Q, correct: 2.552 uJ/m^2
direct Q, doubled angle: 5.105 uJ/m^2
direct Q, slip made twice: 10.209 uJ/m^2
NEGLECTED EFFECTS (rough coefficients)
angle if lambda = 1 nm: 0.1127
angle if lambda = 3 nm: 0.0491
angle if 30% lost at interface: 0.1108
reconversion, upper bound: 0.31 %
assumed magnetoresistance ratio: 0.5 %
rf current per length faking 10% of V: 1.00 A/m
same, over strip length: 3.00 mA
resonance heat flux: 437 W/m^2
assumed heat conductivity: 20 W/(m K)
assumed Nernst coefficient: 1 uV/K
Nernst voltage: 0.066 uV
\end{verbatim}
